# All-electron contractions with a core potential: nodes, inner shape and energy cost: test program

```python
"""
Result under test: all-electron contraction coefficients cost energy when
used with a core potential, compared with the same primitives uncontracted.
The cost remains even when mixing in the 1s contraction removes the 2s node.
Penalty = E_HF(contracted) - E_HF(uncontracted), same Hamiltonian and state.
Near the contracted solution it is estimated by
    sum |F_ai|^2 / (epsilon_a - epsilon_i),
where i is occupied, a is unoccupied in the primitive space, F is the Fock
matrix of the contracted density, and epsilon are its block eigenvalues.
AE = all-electron; ECP = ccECP helium-core potential.
Energies: hartree (Eh) or millihartree (mEh); radial distances: bohr.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, lib

lib.num_threads(1)
BOND = 1.21
ECP = gto.basis.load_ecp("ccecp", "O")
RADIUS = np.linspace(0.0, 6.0, 12001)


def split_columns(basis):
    """Return one (angular momentum, [(exponent, coefficient)]) per function."""
    result = []
    for shell in basis:
        rows = shell[2:] if isinstance(shell[1], (int, np.integer)) else shell[1:]
        rows = np.asarray(rows, dtype=float)
        for k in range(1, rows.shape[1]):
            terms = [(r[0], r[k]) for r in rows if abs(r[k]) > 1e-14]
            result.append((shell[0], terms))
    return result


def make_basis(columns):
    return [[l] + [[e, c] for e, c in terms] for l, terms in columns]


def release(columns, momenta):
    """Replace contractions of the selected angular momenta by primitives."""
    result = [col for col in columns if col[0] not in momenta]
    for l in momenta:
        exponents = {e for ll, terms in columns if ll == l for e, _ in terms}
        result += [(l, [(e, 1.0)]) for e in sorted(exponents, reverse=True)]
    return sorted(result, key=lambda col: col[0])


def hartree_fock(system, columns, with_ecp):
    if system == "O":
        atoms = "O 0 0 0"
        occupation = {"Ag": (1, 1), "B1u": (1, 1),
                      "B2u": (1, 0), "B3u": (1, 0)}
    else:
        atoms = f"O 0 0 {-BOND / 2}; O 0 0 {BOND / 2}"
        occupation = {"Ag": (2, 2), "B1u": (1, 1),
                      "B2u": (1, 1), "B3u": (1, 1),
                      "B2g": (1, 0), "B3g": (1, 0)}
    if not with_ecp:
        for irrep in (["Ag"] if system == "O" else ["Ag", "B1u"]):
            a, b = occupation[irrep]
            occupation[irrep] = (a + 1, b + 1)
    options = {"ecp": {"O": ECP}} if with_ecp else {}
    mol = gto.M(atom=atoms, basis={"O": make_basis(columns)}, spin=2,
                symmetry="D2h", unit="Angstrom", verbose=0, **options)
    mf = scf.UHF(mol)
    mf.irrep_nelec = occupation
    mf.conv_tol = 1e-10
    mf.max_cycle = 150
    mf.kernel()
    assert mf.converged, (system, with_ecp, "SCF did not converge")
    return mf


def embedding(large, small):
    cross = gto.intor_cross("int1e_ovlp", large.mol, small.mol)
    return np.linalg.solve(large.get_ovlp(), cross)


def embedded_density(large, small):
    c = embedding(large, small)
    return np.array([c @ d @ c.T for d in np.asarray(small.make_rdm1())])


def natural_radial(mf_primitive, density, momentum):
    """Leading spherically averaged natural orbital in normalized primitives."""
    mol = mf_primitive.mol
    shells = [i for i in range(mol.nbas) if mol.bas_angular(i) == momentum]
    start = np.array([mol.ao_loc_nr()[i] for i in shells])
    exponents = [mol.bas_exp(i)[0] for i in shells]
    total = density[0] + density[1]
    overlap = mf_primitive.get_ovlp()[np.ix_(start, start)]
    block = sum(total[np.ix_(start + m, start + m)]
                for m in range(2 * momentum + 1))
    _, vectors = eigh(overlap @ block @ overlap, overlap)
    return list(zip(exponents, vectors[:, -1]))


def s_radial(terms):
    return sum(c * e**0.75 * np.exp(-e * RADIUS**2) for e, c in terms)


def node_positions(terms):
    values = s_radial(terms)
    keep = np.abs(values) > 1e-3 * np.max(np.abs(values))
    r, v = RADIUS[keep], values[keep]
    change = np.where(v[:-1] * v[1:] < 0)[0]
    return [0.5 * (r[i] + r[i + 1]) for i in change]


def s_overlap(first, second):
    return sum(c * d * (2 * np.sqrt(a * b) / (a + b))**1.5
               for a, c in first for b, d in second)


def missing_norm(target, functions):
    gram = np.array([[s_overlap(f, g) for g in functions] for f in functions])
    vector = np.array([s_overlap(f, target) for f in functions])
    captured = vector @ np.linalg.solve(gram, vector)
    return 1.0 - captured / s_overlap(target, target)


def second_order_penalty(large, small):
    c = embedding(large, small)
    density = embedded_density(large, small)
    fock = large.get_hcore() + np.asarray(large.get_veff(large.mol, density))
    values, vectors = eigh(large.get_ovlp())
    root = (vectors * np.sqrt(values)) @ vectors.T
    inverse_root = (vectors / np.sqrt(values)) @ vectors.T
    result = 0.0
    for spin in range(2):
        occupied = c @ small.mo_coeff[spin][:, small.mo_occ[spin] > 0]
        u, _, _ = np.linalg.svd(root @ occupied, full_matrices=True)
        empty = inverse_root @ u[:, occupied.shape[1]:]
        eo, uo = eigh(occupied.T @ fock[spin] @ occupied)
        ev, uv = eigh(empty.T @ fock[spin] @ empty)
        coupling = uv.T @ empty.T @ fock[spin] @ occupied @ uo
        result += np.sum(coupling**2 / (ev[:, None] - eo[None, :]))
    return result


# Original basis, its core contraction, and its fully released form.
original = split_columns(gto.basis.load("cc-pvdz", "O"))
contracted_s = [terms for l, terms in original if l == 0 and len(terms) > 1]
contracted_s.sort(key=lambda t: RADIUS[np.argmax(np.abs(RADIUS * s_radial(t)))])
core_s, valence_s = contracted_s
without_core = [(l, t) for l, t in original if t is not core_s]
primitive = release(original, [0, 1, 2])

# Recontract only with information from the pseudo-atom.
atom_primitive = hartree_fock("O", primitive, True)
atom_density = np.asarray(atom_primitive.make_rdm1())
pseudo_s = natural_radial(atom_primitive, atom_density, 0)
pseudo_p = natural_radial(atom_primitive, atom_density, 1)
recontracted = [(0, pseudo_s), (1, pseudo_p)]
recontracted += [(l, t) for l, t in original if len(t) == 1]
recontracted.sort(key=lambda col: col[0])

sets = {"contracted": original, "core function dropped": without_core,
        "recontracted": recontracted, "uncontracted": primitive}
ecp_runs = {}
ae_runs = {}
for system in ("O", "O2"):
    for name, columns in sets.items():
        if system == "O" and name == "uncontracted":
            ecp_runs[system, name] = atom_primitive
        else:
            ecp_runs[system, name] = hartree_fock(system, columns, True)
    for name in ("contracted", "uncontracted"):
        ae_runs[system, name] = hartree_fock(system, sets[name], False)


def penalty(runs, system, name):
    return 1000 * (runs[system, name].e_tot
                   - runs[system, "uncontracted"].e_tot)


# Separate s and p contraction errors in the atom.
channel = {}
for label, with_ecp, runs in (("AE", False, ae_runs), ("ECP", True, ecp_runs)):
    reference = runs["O", "uncontracted"].e_tot
    for kept, freed in (("s", [1, 2]), ("p", [0, 2])):
        energy = hartree_fock("O", release(original, freed), with_ecp).e_tot
        channel[label, kept] = 1000 * (energy - reference)

# Shape diagnostics.
ae_nodes = node_positions(valence_s)
pseudo_nodes = node_positions(pseudo_s)
mixed_s = natural_radial(atom_primitive, embedded_density(
    atom_primitive, ecp_runs["O", "contracted"]), 0)
dropped_s = natural_radial(atom_primitive, embedded_density(
    atom_primitive, ecp_runs["O", "core function dropped"]), 0)
mixed_nodes, dropped_nodes = node_positions(mixed_s), node_positions(dropped_s)
missing_full = missing_norm(pseudo_s, [t for l, t in original if l == 0])
missing_drop = missing_norm(pseudo_s, [t for l, t in without_core if l == 0])

# A larger published basis, atom only.
triple = split_columns(gto.basis.load("cc-pvtz", "O"))
triple_primitive = release(triple, sorted({l for l, _ in triple}))
tz = {}
for label, with_ecp in (("AE", False), ("ECP", True)):
    tz[label, "c"] = hartree_fock("O", triple, with_ecp).e_tot
    tz[label, "u"] = hartree_fock("O", triple_primitive, with_ecp).e_tot
tz_penalty = {label: 1000 * (tz[label, "c"] - tz[label, "u"])
              for label in ("AE", "ECP")}

estimate = {system: 1000 * second_order_penalty(
    ecp_runs[system, "uncontracted"], ecp_runs[system, "contracted"])
    for system in ("O", "O2")}

print(f"ccECP core electrons per O: {ECP[0]}")
print(f"O2 bond length: {BOND:.2f} angstrom")
for system in ("O", "O2"):
    for name in sets:
        mf = ecp_runs[system, name]
        print(f"{system} ECP {name}: {mf.mol.nao_nr()} functions, "
              f"E = {mf.e_tot:.6f} Eh")
    for name in ("contracted", "uncontracted"):
        print(f"{system} AE {name}: E = {ae_runs[system, name].e_tot:.6f} Eh")
for system in ("O", "O2"):
    for name in ("contracted", "core function dropped", "recontracted"):
        print(f"{system} ECP penalty, {name}: "
              f"{penalty(ecp_runs, system, name):.3f} mEh")
    print(f"{system} AE penalty, contracted: "
          f"{penalty(ae_runs, system, 'contracted'):.3f} mEh")
    print(f"{system} second-order ECP penalty: {estimate[system]:.3f} mEh")
    ratio = (penalty(ecp_runs, system, "core function dropped")
             / penalty(ecp_runs, system, "contracted"))
    print(f"{system} penalty ratio, core dropped / core kept: {ratio:.2f}")
for label in ("AE", "ECP"):
    for kept in ("s", "p"):
        print(f"O {label} penalty, only {kept} contracted: "
              f"{channel[label, kept]:.3f} mEh")
for label, nodes, terms in (
        ("AE 2s contraction", ae_nodes, valence_s),
        ("uncontracted pseudo 2s", pseudo_nodes, pseudo_s),
        ("pseudo 2s in contracted set", mixed_nodes, mixed_s),
        ("pseudo 2s with core function dropped", dropped_nodes, dropped_s)):
    places = ("node at " + ", ".join(f"{r:.3f}" for r in nodes) + " bohr"
              if nodes else "no node")
    wave = s_radial(terms)
    wave = wave * np.sign(wave[np.argmax(np.abs(RADIUS * wave))])
    print(f"{label}: {places}; "
          f"R(0)/R(1 bohr) = {wave[0] / np.interp(1.0, RADIUS, wave):.3f}")
print(f"Pseudo 2s missing norm, original s span: {missing_full:.6f}")
print(f"Pseudo 2s missing norm, core dropped: {missing_drop:.6f}")
for label in ("AE", "ECP"):
    print(f"O {label} cc-pVTZ penalty: {tz_penalty[label]:.3f} mEh")
print(f"O ECP uncontracted cc-pVTZ energy: {tz['ECP', 'u']:.6f} Eh")
binding = {name: 1000 * (2 * ecp_runs["O", name].e_tot
                       - ecp_runs["O2", name].e_tot) for name in sets}
for name in sets:
    print(f"O2 ECP dissociation energy, {name}: {binding[name]:.3f} mEh")
ev = physical_constants["Hartree energy in eV"][0]
print("O2 ECP contracted penalty, converted: "
      f"{penalty(ecp_runs, 'O2', 'contracted') * ev / 1000:.4f} eV")

# The shape and its energetic consequences.
assert len(ae_nodes) == 1
assert len(pseudo_nodes) == 0
assert len(mixed_nodes) == 0
assert len(dropped_nodes) >= 1
assert missing_drop > 2 * missing_full
for system in ("O", "O2"):
    ordinary = penalty(ecp_runs, system, "contracted")
    assert ordinary > penalty(ae_runs, system, "contracted")
    # Keeping the core contraction removes more than half of the penalty.
    assert penalty(ecp_runs, system, "core function dropped") > 2 * ordinary
    assert penalty(ecp_runs, system, "recontracted") < ordinary
    # The estimate omits two-electron response and higher-order rotations.
    assert abs(estimate[system] / ordinary - 1) < 0.10
assert (channel["ECP", "s"] - channel["AE", "s"]
        > channel["ECP", "p"] - channel["AE", "p"])
# The larger all-electron set is still worse than the small recontracted one.
assert tz_penalty["ECP"] > tz_penalty["AE"]
assert tz_penalty["ECP"] > penalty(ecp_runs, "O", "recontracted")
print("done: every assertion held")
```

Output:

```
ccECP core electrons per O: 2
O2 bond length: 1.21 angstrom
O ECP contracted: 14 functions, E = -15.554994 Eh
O ECP core function dropped: 13 functions, E = -15.309610 Eh
O ECP recontracted: 13 functions, E = -15.672378 Eh
O ECP uncontracted: 26 functions, E = -15.673617 Eh
O AE contracted: E = -74.792166 Eh
O AE uncontracted: E = -74.792436 Eh
O2 ECP contracted: 28 functions, E = -31.161242 Eh
O2 ECP core function dropped: 26 functions, E = -30.721545 Eh
O2 ECP recontracted: 26 functions, E = -31.387064 Eh
O2 ECP uncontracted: 52 functions, E = -31.391565 Eh
O2 AE contracted: E = -149.627307 Eh
O2 AE uncontracted: E = -149.630032 Eh
O ECP penalty, contracted: 118.623 mEh
O ECP penalty, core function dropped: 364.007 mEh
O ECP penalty, recontracted: 1.239 mEh
O AE penalty, contracted: 0.270 mEh
O second-order ECP penalty: 114.731 mEh
O penalty ratio, core dropped / core kept: 3.07
O2 ECP penalty, contracted: 230.324 mEh
O2 ECP penalty, core function dropped: 670.021 mEh
O2 ECP penalty, recontracted: 4.501 mEh
O2 AE penalty, contracted: 2.725 mEh
O2 second-order ECP penalty: 222.680 mEh
O2 penalty ratio, core dropped / core kept: 2.91
O AE penalty, only s contracted: 0.094 mEh
O AE penalty, only p contracted: 0.176 mEh
O ECP penalty, only s contracted: 112.726 mEh
O ECP penalty, only p contracted: 5.834 mEh
AE 2s contraction: node at 0.334 bohr; R(0)/R(1 bohr) = -19.945
uncontracted pseudo 2s: no node; R(0)/R(1 bohr) = 0.424
pseudo 2s in contracted set: no node; R(0)/R(1 bohr) = 0.064
pseudo 2s with core function dropped: node at 0.086 bohr; R(0)/R(1 bohr) = -1.100
Pseudo 2s missing norm, original s span: 0.001854
Pseudo 2s missing norm, core dropped: 0.025685
O AE cc-pVTZ penalty: 0.062 mEh
O ECP cc-pVTZ penalty: 45.946 mEh
O ECP uncontracted cc-pVTZ energy: -15.691316 Eh
O2 ECP dissociation energy, contracted: 51.254 mEh
O2 ECP dissociation energy, core function dropped: 102.325 mEh
O2 ECP dissociation energy, recontracted: 42.309 mEh
O2 ECP dissociation energy, uncontracted: 44.332 mEh
O2 ECP contracted penalty, converted: 6.2674 eV
done: every assertion held
```
